Zero reflection from one absorbing underlayer beneath a resist

## 1. The null condition and its two real parts

Consider first a transparent layer between two transparent media. Light of vacuum wavelength λ travels at normal incidence in a resist of index n₁, crosses a layer of index n₂ and thickness d, and enters a substrate of index n₃, which is so thick that nothing returns from its far side. Let z increase from the resist to the substrate, with the layer at 0 < z < d. The time factor is exp(−iωt), so a wave exp(+ikz) with positive k travels forward. With k₀ = 2π/λ, the electric field in medium j obeys

E″ + k₀² n_j² E = 0.   (1)

The media are nonmagnetic. At normal incidence the magnetic field is then proportional to E′, and continuity of the tangential fields means that E and E′ are continuous at each interface.

The substrate holds a forward wave alone. If its amplitude at z = d is set to one, then E(d) = 1 and E′(d) = ik₀n₃. The solution of (1) in the layer with these values is

E(z) = cos[k(z − d)] + i(n₃/n₂) sin[k(z − d)],   k = k₀n₂.   (2)

Choose a quarter-wave thickness, d = λ/(4n₂), so that kd = π/2. At z = 0 the cosine in (2) is zero and the sine is −1, which gives E(0) = −i n₃/n₂. The derivative of (2) is −k sin[k(z − d)] + i(n₃/n₂)k cos[k(z − d)], which at z = 0 equals k. Therefore

E′(0)/E(0) = k₀n₂/(−i n₃/n₂) = i k₀ n₂²/n₃.   (3)

A forward wave in the resist has E′/E = ik₀n₁. The resist is free of a backward wave when (3) has this value, that is, when

n₂² = n₁n₃.   (4)

Two choices were made. The thickness set a phase, and the index set a strength. To see this in terms of echoes, define the reflection coefficient of a single interface, for light going from medium i to medium j,

r_ij = (n_i − n_j)/(n_i + n_j).   (5)

With (4), r₁₂ = (√n₁ − √n₃)/(√n₁ + √n₃), and r₂₃ has the same value. The two interfaces reflect equally strongly, and the round trip through the layer multiplies the second echo by exp(2ikd) = exp(iπ) = −1. The echoes cancel.

An absorbing substrate upsets this balance, because r₂₃ becomes complex and may be large. The layer may now absorb too. Write

n₂ = n + iκ,   n₃ = a + ib,   (6)

with n > 0, a > 0, κ ≥ 0 and b ≥ 0. With the chosen time factor, positive κ makes a forward wave decay, since exp(ik₀n₂z) = exp(ik₀nz) exp(−k₀κz). The resist index n₁ is taken as real, so that incident and reflected power in the resist are separately defined. It is also assumed that n₃ ≠ n₁; otherwise there would be no reflection to remove.

Let the incident wave have unit amplitude at z = 0. The fields are

resist: exp(ik₀n₁z) + r exp(−ik₀n₁z)
layer: A exp(ikz) + B exp(−ikz)
substrate: T exp[ik₀n₃(z − d)].   (7)

Continuity of E and of E′/(ik₀) at z = d gives

A exp(ikd) + B exp(−ikd) = T,
n₂[A exp(ikd) − B exp(−ikd)] = n₃T.   (8)

Multiply the first line by n₃ and subtract it from the second. The amplitude T drops out:

(n₂ − n₃)A exp(ikd) − (n₂ + n₃)B exp(−ikd) = 0.

Hence

B = qA,   q = r₂₃ exp(2ikd).   (9)

The number q is the substrate reflection as seen just below the top of the layer: one reflection at the lower interface and one round trip, with its phase and its loss. Continuity at z = 0 gives

1 + r = A(1 + q),
n₁(1 − r) = n₂A(1 − q).   (10)

Multiply the first line by n₂(1 − q) and the second by (1 + q). Their right sides are then equal, so

n₂(1 − q)(1 + r) = n₁(1 + q)(1 − r).

Put the terms with r on the left:

r[n₂(1 − q) + n₁(1 + q)] = n₁(1 + q) − n₂(1 − q).

Sorting each side by powers of q turns this into

r[(n₁ + n₂) + q(n₁ − n₂)] = (n₁ − n₂) + q(n₁ + n₂),

and division by n₁ + n₂ gives

r = (r₁₂ + q)/(1 + r₁₂q).   (11)

The denominator cannot vanish here. If it did, the equations would admit a field with an outgoing wave in the resist and no incident wave. Such a field would carry power out of a structure that has no source and no gain.

Two limits check the formula. In a thick absorbing layer q tends to zero and r tends to r₁₂: the substrate is hidden. For d = 0 we have q = r₂₃. Multiplying numerator and denominator of (11) by (n₁ + n₂)(n₂ + n₃) then gives 2n₂(n₁ − n₃) and 2n₂(n₁ + n₃), so r = r₁₃, the reflection of the bare substrate.

From (11), r = 0 requires

r₁₂ + r₂₃ exp(2ikd) = 0.   (12)

The converse needs a check, since a zero numerator would prove nothing if the denominator were zero as well. When (12) holds, q = −r₁₂, and the denominator is

1 − r₁₂² = [(n₁ + n₂)² − (n₁ − n₂)²]/(n₁ + n₂)² = 4n₁n₂/(n₁ + n₂)²,   (13)

which is not zero. Condition (12) is therefore both necessary and sufficient.

It looks as if only two echoes were counted, although light may cross the layer many times. The identity

(r₁₂ + q)/(1 + r₁₂q) = r₁₂ + q(1 − r₁₂²)/(1 + r₁₂q)   (14)

shows what happens. It is verified by putting the right side over the common denominator, where the terms ±r₁₂²q cancel. The first term on the right is the direct echo from the top of the layer. The second is everything that has entered the layer and come back. Its factor 1 − r₁₂² accounts for the two passages through the top interface, and its denominator for the repeated reflections. At the null q = −r₁₂, the factor and the denominator are equal, and the second term is q itself. Thus (12) includes all the internal reflections.

Condition (12) is one complex equation. Neither coefficient in it can vanish at a null: if one did, the other would have to vanish too, and n₁ = n₂ = n₃ would follow, which is excluded. We may therefore divide by r₁₂:

(r₂₃/r₁₂) exp(2ik₀nd) exp(−2k₀κd) = −1.   (15)

The modulus of the right side is one. Taking the modulus of the left side and then the logarithm gives the amplitude condition,

4πκd/λ = ln(|r₂₃|/|r₁₂|).   (16)

Let Δφ = arg(r₂₃/r₁₂), chosen in the interval −π < Δφ ≤ π. The argument of −1 is an odd multiple of π, which gives the phase condition,

4πnd/λ + Δφ = (2m + 1)π,   m = 0, 1, 2, …   (17)

Negative m is ruled out because the left side exceeds −π for positive d. Conversely, (16) and (17) together restore (15), so nothing has been lost in the separation.

For an absorbing layer of positive thickness the left side of (16) is positive. The substrate interface must then reflect more strongly than the top interface, |r₂₃| > |r₁₂|. Loss on the round trip weakens the substrate echo until the two match, and (17) makes them opposite in sign. If the substrate interface is the weaker one, loss makes the mismatch worse and there is no null.

The two conditions are separate equations, but they are not controlled by separate knobs. Both n and κ enter r₁₂ and r₂₃, and so both affect the right side of (16) and the phase Δφ in (17). Changing κ to correct the amplitude also shifts the phase.

Counting unknowns shows what can be chosen. There are two real equations for the three real quantities n, κ and d. Suppose first that the material is fixed, with κ > 0. Equation (16) then allows at most one positive thickness, while (17) allows a ladder of thicknesses spaced by λ/(2n). A null exists only if the amplitude thickness falls on a rung of the ladder. Solving each condition for d and equating the results gives

ln(|r₂₃|/|r₁₂|)/κ = [(2m + 1)π − Δφ]/n.   (18)

This is one real constraint on n and κ for each order m. The wavelength has dropped out: for fixed indices it sets only the scale of d. An index picked without regard to (18) will in general have no thickness that gives a null.

Suppose instead that the thickness is fixed. The left side of (12) is then an analytic function of n₂ for Re n₂ > 0, because its poles lie at −n₁ and −n₃. It is not identically zero, since at n₂ = n₁ it equals r₁₃ exp(2ik₀n₁d), which is nonzero. The zeros of such a function are isolated. A chosen thickness thus selects separate points in the plane of n and κ, not a continuous range. This argument does not show that a zero exists; for given parameters it has to be found.

It remains to ask when the layer needs to absorb at all. For κ = 0 the amplitude condition reduces to |r₁₂| = |r₂₃|. From (5) and (6),

|r₁₂|² = (n₁² + n² − 2n₁n)/(n₁² + n² + 2n₁n),
|r₂₃|² = (n² + |n₃|² − 2an)/(n² + |n₃|² + 2an).   (19)

Both have the form (1 − u)/(1 + u), with

u₁₂ = 2n₁n/(n₁² + n²),   u₂₃ = 2an/(n² + |n₃|²).   (20)

Since (1 − u)/(1 + u) falls steadily as u rises from zero, the moduli are equal when u₁₂ = u₂₃. Cancelling 2n and cross-multiplying gives

n₁(n² + |n₃|²) = a(n₁² + n²).

Collecting the terms in n² and dividing by a − n₁ leads to

n² = n₁(|n₃|² − an₁)/(a − n₁),   a ≠ n₁.   (21)

For a real substrate |n₃|² = a², and (21) returns n² = n₁a, which is (4). For a = n₁ the equation before (21) requires |n₃| = n₁, hence n₃ = n₁, the excluded case.

A lossless null requires the right side of (21) to be positive. When it is, the phase condition can be met by choice of d. If a > n₁, the numerator is positive as well, because |n₃|² ≥ a² > an₁. If a < n₁, the numerator must be negative, which means a² + b² < an₁. A transparent layer can therefore null the reflection when

a > n₁,   or   a < n₁ and b² < a(n₁ − a),   (22)

and in no other case. When a ≤ n₁ and b² ≥ a(n₁ − a), neither n₁ − a nor |n₃|² − an₁ is negative, and they are not both zero because n₃ ≠ n₁. So for every real n > 0

n₁(n² + |n₃|²) − a(n₁² + n²) = n²(n₁ − a) + n₁(|n₃|² − an₁) > 0.   (23)

This means u₂₃ < u₁₂ and |r₂₃| > |r₁₂|. The substrate echo is too strong at every real layer index. This is the situation in which absorption in the layer is needed.

The best that a transparent layer can do also follows from (11). Let s = r₁₂, which is now real, let ρ = |r₂₃|, and let θ be the phase of q. Then

R = |r|² = (s² + ρ² + 2sρ cos θ)/(1 + s²ρ² + 2sρ cos θ).

The denominator minus the numerator is (1 − s²)(1 − ρ²), so

R = 1 − (1 − s²)(1 − ρ²)/(1 + s²ρ² + 2sρ cos θ).   (24)

Changing d takes θ through a full circle. R is lowest when the denominator is smallest, at sρ cos θ = −|s|ρ, where the denominator equals (1 − |s|ρ)². Using (1 − |s|ρ)² − (1 − s²)(1 − ρ²) = (|s| − ρ)², we find

R_min = [(|r₁₂| − |r₂₃|)/(1 − |r₁₂||r₂₃|)]².   (25)

Phase tuning alone leaves this remainder, which vanishes when the moduli agree.

## 2. Power, tolerances and a worked design

The symbols are those of the first half. Light of vacuum wavelength λ, with k₀ = 2π/λ, arrives at normal incidence from a resist of real index n₁ on a layer of index n₂ = n + iκ and thickness d, above a thick substrate of index n₃ = a + ib. The single-interface coefficients are r_ij = (n_i − n_j)/(n_i + n_j), and k = k₀n₂. With q = r₂₃ exp(2ikd), the total reflection is r = (r₁₂ + q)/(1 + r₁₂q), by (11), and R = |r|². It vanishes if and only if q = −r₁₂. The real form of this statement is the amplitude condition (16), 4πκd/λ = ln(|r₂₃|/|r₁₂|), together with the phase condition (17), 4πnd/λ + Δφ = (2m + 1)π, where Δφ = arg(r₂₃/r₁₂).

Cancelling the reflected wave does not destroy power. At a null the field at the top of the layer is that of the incident wave alone, so E(0) = 1 and E′(0) = ik₀n₁. The solution of (1) with these values is

E(z) = cos kz + i(n₁/n₂) sin kz,   0 < z < d.   (26)

The time-averaged power flow is proportional to Im(E*E′). Its derivative is Im(|E′|² + E*E″). The first term is real and drops out, and E″ = −k₀²n₂²E, so

d/dz Im(E*E′) = −k₀² Im(n₂²)|E|².   (27)

At z = 0 the flow is k₀n₁. At z = d the field joins a forward wave in the substrate, with E′ = ik₀n₃E, and the flow is k₀a|E(d)|². Integrating (27) across the layer and dividing by k₀n₁ gives

1 = (k₀/n₁) Im(n₂²) ∫₀ᵈ |E|² dz + (a/n₁)|E(d)|².   (28)

The first term is the fraction of the incident power absorbed in the layer, and the second is the fraction that enters the substrate. In a lossless layer the first term is zero and all the power enters the substrate.

A real film misses its design values by small amounts, so the behaviour near a null matters as much as the null itself. Write r = F/D with F = r₁₂ + q and D = 1 + r₁₂q. Since F = 0 at the null, the term containing the derivative of D drops out, and the first derivative of r is that of F divided by D. By (13), D = 4n₁n₂/(n₁ + n₂)², and hence

r₁₂/D = (n₁² − n₂²)/(4n₁n₂).   (29)

For the thickness, ∂F/∂d = 2ikq = −2ik₀n₂r₁₂. With (29),

∂r/∂d = −2ik₀n₂(n₁² − n₂²)/(4n₁n₂) = ik₀(n₂² − n₁²)/(2n₁).   (30)

The substrate index does not appear explicitly. It acts through the value of n₂ that it requires. To leading order, with δd the thickness error,

R ≈ [π|n₂² − n₁²|/(n₁λ)]² (δd)².   (31)

The reflectance has a quadratic minimum, and a null is more tolerant of thickness errors when n₂² lies closer to n₁².

For the index, differentiate the two coefficients by the quotient rule:

dr₁₂/dn₂ = −2n₁/(n₁ + n₂)² = −2n₁r₁₂/(n₁² − n₂²),
dr₂₃/dn₂ = 2n₃/(n₂ + n₃)² = 2n₃r₂₃/(n₂² − n₃²).   (32)

The exponential in q contributes a factor 2ik₀d. Using q = −r₁₂ in the derivative of q, we obtain

∂F/∂n₂ = −2r₁₂[n₁/(n₁² − n₂²) + n₃/(n₂² − n₃²) + ik₀d].

Division by D with (29) gives

∂r/∂n₂ = −S/(2n₁n₂),
S = n₁ + n₃(n₁² − n₂²)/(n₂² − n₃²) + ik₀d(n₁² − n₂²).   (33)

Because r is an analytic function of n₂, an error in n and an equal error in κ change |r| by the same amount to first order. They differ in the phase of the reflected wave that they produce.

If thickness and index change together, r stays zero to first order when (∂r/∂d)δd + (∂r/∂n₂)δn₂ = 0. Solving for the ratio with (30) and (33),

dn₂/dd = ik₀n₂(n₂² − n₁²)/S,   S ≠ 0.   (34)

This is the slope of the design curve, the line of null indices traced out as the thickness varies. When S is not zero, the implicit function theorem guarantees that such a curve passes through the null.

As an example take λ = 193 nm, n₁ = 1.7 and n₃ = 0.9 + 2.8i. These are round model values, not data for particular materials. Without the layer,

R = |r₁₃|² = (0.8² + 2.8²)/(2.6² + 2.8²) = 8.48/14.60 = 0.581.

The criterion (22) shows at once that a transparent layer will not do. Here a < n₁, while b² = 7.84 is far above a(n₁ − a) = 0.9 × 0.8 = 0.72. Equation (21) would require

n² = 1.7 × (8.65 − 1.53)/(0.9 − 1.7) = −15.13.

At the real index 1.8, which is close to that of the resist, the lowest reflectance over thickness is 0.553, little better than the bare substrate. A larger real index does better, with 0.321 at n₂ = 3 and 0.230 at n₂ = 4, but by (23) no real index brings the reflectance to zero. A null needs absorption in the layer.

For a given thickness, (16) and (17) can have several solutions. At 30 nm, for example, there is one near n₂ = 3.91 + 0.28i. For four chosen thicknesses, the nulls considered here are:

d = 25 nm, m = 0: n₂ = 1.907 + 0.649i
d = 30 nm, m = 0: n₂ = 1.752 + 0.597i
d = 35 nm, m = 0: n₂ = 1.631 + 0.546i
d = 80 nm, m = 1: n₂ = 1.822 + 0.346i

Two tests support them. Minimizing the reflectance over n and κ from nearby starting values, without use of the two conditions, leads to the same indices within 10⁻⁶. Direct integration of the wave equation at each null leaves |r| below 10⁻⁸. Further digits are given in the numerical output.

For the 30 nm design the interface moduli are |r₁₂| = 0.1709 and |r₂₃| = 0.5482. The substrate interface reflects about 3.2 times as strongly in amplitude. The amplitude condition reads

4π × 0.5966 × 30/193 = 1.165,   ln(0.5482/0.1709) = 1.165.

The round trip multiplies the substrate echo by exp(−1.165) = 0.312, and 0.5482 × 0.312 = 0.171, which matches the top echo. The phase condition reads

3.4223 − 0.2807 = 3.1416 rad,

where the first number is 4πnd/λ and the second is Δφ. The path phase has to exceed π, because the interface phases contribute a negative amount.

At this null, (28) gives 0.891 of the incident power absorbed in the layer and 0.109 passed to the substrate. A quadrature of |E|² confirms that the two fractions add to one.

Now consider the tolerances. From n₂ = 1.7521 + 0.5966i,

n₂² − n₁² = (3.070 − 0.356 − 2.890) + 2.091i = −0.176 + 2.091i,

with modulus 2.098. Equation (30) then gives

|∂r/∂d| = π × 2.098/(1.7 × 193 nm) = 0.0201 per nm.

The corresponding index derivative from (33) is |∂r/∂n₂| = 0.692. Suppose that R = 0.001 is acceptable, so that |r| = 0.0316. Linear theory allows

|δd| = 0.0316/0.0201 = 1.57 nm,
|δn₂| = 0.0316/0.692 = 0.046,

each with the other quantity held at its design value. Errors in both may add or cancel, in part or, along the design curve (34), completely to first order, since their contributions to r are complex numbers.

The meaning of R = 0.001 for the resist is seen from the standing wave. Relative to the intensity of the downward wave, the intensity in the resist ranges between (1 − |r|)² and (1 + |r|)². For |r| = 0.0316 these are 0.938 and 1.064, a swing of about 6% to either side. For the bare substrate |r| = 0.762, and the range is from 0.06 to 3.1. A small reflectance thus leaves a much larger relative ripple, because the ripple is of first order in r and R is of second order.

The full formula gives R = 0.00106 for a layer that is 1.57 nm too thin, and 0.00094 for one that is too thick by the same amount. The difference comes from the next order in δd. Since dq/dd = 2ikq, differentiation of (11) gives

∂r/∂d = 2ikq(1 − r₁₂²)/(1 + r₁₂q)².   (35)

Taking the logarithmic derivative of (35),

(∂²r/∂d²)/(∂r/∂d) = 2ik − 4ikr₁₂q/(1 + r₁₂q) = 2ik(1 − r₁₂q)/(1 + r₁₂q).

At the null q = −r₁₂. The last fraction becomes (1 + r₁₂²)/(1 − r₁₂²) = (n₁² + n₂²)/(2n₁n₂), so the ratio of derivatives is ik₀(n₁² + n₂²)/n₁. Inserting it in the Taylor series of r and squaring the modulus,

R ≈ |∂r/∂d|² (δd)² [1 − k₀ Im(n₂²) δd/n₁].   (36)

For the present design the correction is

(2π/193) × 2.091 × 1.57/1.7 = 0.063.

This predicts 0.00106 on the thin side and 0.00094 on the thick side, as found. Near this null, a layer that is slightly too thick is less harmful than one that is too thin by the same small amount.

The slope (34) at 30 nm is −0.0272 − 0.0103i per nm. Near this null, a slightly thicker layer therefore needs both a smaller n and a smaller κ. Following the tangent from 30 to 35 nm predicts

n = 1.752 − 5 × 0.0272 = 1.616,   κ = 0.597 − 5 × 0.0103 = 0.545.

The solved values are 1.631 and 0.546. Most of the difference is in n, where the design curve bends away from its tangent.

At 80 nm there is also a null with m = 0, near n₂ = 1.02 + 0.20i; the one listed above belongs to the next order. Its κ is smaller than that of the 30 nm design, but its product κd is larger, 27.7 nm against 17.9 nm at d = 30 nm. The reason is (16): the logarithm of |r₂₃|/|r₁₂| is 1.80 for the thicker design and 1.17 for the thinner one. Its thickness tolerance follows from (31). With n₂ = 1.8215 + 0.3463i, |n₂² − n₁²| = |0.308 + 1.262i| = 1.299, and

|∂r/∂d| = π × 1.299/(1.7 × 193 nm) = 0.0124 per nm.

For R = 0.001 the linear allowance is about 2.5 nm. This is larger than the 1.57 nm of the thin design, but relative to the thickness it is smaller, 3% against 5%.

A material with a fixed index shows the conflict between the two conditions. Let n₂ = 1.8 + 0.4i. The amplitude condition demands d = 63.5 nm. The phase condition demands 28.1 nm for m = 0 or 81.7 nm for m = 1, and further rungs lie above these. The spacing is 193/(2 × 1.8) = 53.6 nm. The amplitude thickness lies between two rungs, so no thickness gives a null. The reflectances at the three thicknesses are

d = 28.1 nm: phase met, R = 0.030
d = 63.5 nm: amplitude met, R = 0.043
d = 81.7 nm: phase met, R = 0.0019

Meeting one condition does not by itself make the reflection small. At 81.7 nm it is small because the two echoes are opposed and both are weak: the substrate echo has been weakened to 0.62|r₁₂|, so that about 0.38|r₁₂| remains, and |r₁₂|² is itself only 0.014. That number is also the reflectance of a very thick layer of this material.

A scan from 0 to 400 nm finds the lowest value, R = 0.0019, at d = 81.0 nm, slightly below the phase thickness. The shift can be derived. At a phase thickness q = −σr₁₂, with σ = |q|/|r₁₂|, and (35) divided by (11) gives

(∂r/∂d)/r = −2ikσc/(1 − σ),   c = (1 − r₁₂²)/(1 − σr₁₂²).   (37)

The slope of ln R is twice the real part of this expression. Since |r₁₂|² = 0.014, c differs from one by less than about 0.014 when σ < 1, and Re(−2ikc) is close to 2k₀κ, which is positive. At 81.7 nm the layer is thicker than the amplitude condition asks, so σ < 1 and R is rising with d. The minimum therefore lies at a smaller thickness, where the substrate echo is a little stronger.

This index misses the null, and it also misses the target R = 0.001. It still lowers the reflectance to about 0.3% of its bare-substrate value. Whether that is enough depends on the ripple that the resist can tolerate, not on the existence of a null.

A second model substrate, n₃ = 4 + i, shows that absorption in the layer is not a general requirement. Here a > n₁, and (21) gives

n² = 1.7 × (17 − 6.8)/(4 − 1.7) = 7.54,   n = 2.746.

The phase condition is met at d = 14.6 nm. This is less than the quarter-wave value 193/(4 × 2.746) = 17.6 nm, because the complex substrate index makes Δφ positive: the path phase is 4π × 2.746 × 14.63/193 = 2.62 rad, and the interfaces supply the remaining 0.53 rad. The bare reflectance of 0.188 is removed with κ = 0, and direct integration again leaves |r| below 10⁻⁸. The substrate absorbs, but in this model the layer need not. The criterion (22) says only that a real index exists. Here it is 2.75, higher than the index of films ordinarily transparent at 193 nm, so a practical layer may still have to absorb.

These results hold for one wavelength, normal incidence, flat interfaces and uniform media. A change of wavelength alters k₀d and, in dispersive materials, the indices as well, so a null at one wavelength is not in general a null at another. If the resist absorbs, (11) and (12) remain valid with complex n₁ as long as the denominator of (11) is not zero. At a null the field at z = 0 is still that of the incident wave alone, but its power flow is now k₀ Re n₁, so n₁ in the two prefactors of (28) must be replaced by Re n₁. Away from a null, the flow in the resist also contains an interference term between the incident and reflected waves, and their powers are no longer separately defined.

Table of computed values

```
wavelength = 193 nm, resist index = 1.7, substrate = 0.9+2.8j
bare substrate reflectance = 0.5808
null at d = 25 nm, m = 0: n = 1.9071, kappa = 0.6487
null at d = 30 nm, m = 0: n = 1.7521, kappa = 0.5966
null at d = 35 nm, m = 0: n = 1.6305, kappa = 0.5456
null at d = 80 nm, m = 1: n = 1.8215, kappa = 0.3463
30 nm design: |r12| = 0.17094, |r23| = 0.54821
  round-trip amplitude factor = 0.31182, product with |r23| = 0.17094
  round-trip phase 4 pi n d/lambda = 3.42232 rad
  arg(r23/r12) = -0.28073 rad, sum = 3.14159 rad
  power absorbed in layer = 0.8909, passed to substrate = 0.1091
  design curve: dn/dd = -0.02715 per nm, dkappa/dd = -0.01033 per nm
  |dr/dd| = 0.02009 per nm, |dr/dn2| = 0.69152
  linear-theory errors for R = 0.001: thickness 1.574 nm, index 0.0457
  full R at thickness -/+ that error = 0.001064, 0.000938
  full R at n -/+ that error = 0.001013, 0.000984
fixed index 1.8+0.4j: amplitude thickness = 63.53 nm, R there = 0.04310
  phase thickness m = 0: 28.11 nm, R there = 0.02988
  phase thickness m = 1: 81.72 nm, R there = 0.00193
  lowest R for d from 0 to 400 nm = 0.00187 at d = 81.04 nm
  thick-layer limit |r12|^2 = 0.01370
lossless layer: required n2^2 = -15.1300
  lowest R over thickness at n2 = 1.8: 0.5530
  substrate 4.0+1.0j: n2^2 = 7.5391, n2 = 2.7457, d = 14.631 nm
  its bare reflectance = 0.1878, |r| with layer below 1e-8
```
